\section*{Collisional absorption of light on an exponential plasma density ramp}

\section{A case that can be seen through}

Light of angular frequency $\omega$ comes from vacuum at $z\to+\infty$ and meets, at normal incidence, a plasma whose electron density rises towards negative $z$ as $n=n_c e^{-z/L}$. Atomic units with Gaussian fields are used, with time factor $e^{-i\omega t}$. An electron loses momentum to the ions at a rate $\nu$, so its driven velocity obeys $-i\omega v=-E-\nu v$. The current is $J=-nv=nE/(\nu-i\omega)$, and the permittivity is
\begin{equation}
\varepsilon=1+\frac{4\pi i J}{\omega E}=1-\frac{4\pi n}{\omega(\omega+i\nu)} .
\end{equation}
Without collisions $\varepsilon$ vanishes at the critical density $n_c=\omega^2/4\pi$. Put $x=n/n_c$, $u=z/L$, $k=\omega/c$, $q=kL$, and let $\delta=\nu/\omega$ be taken at critical density. Then $x=e^{-u}$, and the wave equation is
\begin{equation}
\frac{d^2E}{du^2}+q^2\varepsilon E=0 .
\label{wave}
\end{equation}

Suppose first that $\nu$ is the same everywhere. Then
\begin{equation}
\varepsilon=1-\frac{e^{-u}}{1+i\delta}=1-e^{-[u+\ln(1+i\delta)]} .
\end{equation}
Collisions merely displace the ramp by a complex distance. If $F(u)$ is the collisionless solution that dies out in the dense plasma, the solution with collisions is $F(u+\ln(1+i\delta))$. It still dies out there: $F$ falls as $\exp(-2qe^{-u/2})$, and the displacement turns the phase of $e^{-u/2}$ by less than a quarter turn.

Since $F$ can be chosen real, its far field is $ae^{-iqu}+a^*e^{iqu}$, with incoming and reflected parts of equal size. The imaginary displacement $\arctan\delta$ multiplies the incoming part by $e^{q\arctan\delta}$ and the reflected part by $e^{-q\arctan\delta}$. The reflectivity is the squared ratio,
\begin{equation}
R=e^{-4kL\arctan\delta}\approx e^{-4\nu L/c}\qquad(\delta\ll1).
\label{const}
\end{equation}
The reflectivity falls exponentially with $\nu L/c$. The coefficient 4, however, belongs to a uniform collision rate. In a plasma of uniform temperature and mean ion charge the rate follows the ion density and hence $n$. The thin plasma then absorbs less, and on a ramp with $kL\gg1$ the coefficient falls.

\section{Collisions that follow the density}

Let the local rate be $\nu x$, where $\nu$ is the value at critical density. Then
\begin{equation}
\varepsilon=1-\frac{x}{1+i\delta x}=1-x+i\delta x^2+O(\delta^2x^3).
\label{eps}
\end{equation}
The result to be derived, for $\delta\ll1$ and $kL\gg1$, is
\begin{equation}
A=1-R=1-\exp\left(-\frac{8\nu L}{3c}\right).
\label{main}
\end{equation}
The ramp is assumed to continue well above $n_c$, so that nothing is transmitted, and to thin out fully into vacuum. The rate $\nu$ damps momentum; the energy of the wave decays in time at the local rate times $x$, that is at $\nu x^2$, which equals $\nu$ only at critical density.

\section{First derivation: loss along the ray}

When the density changes little over a local wavelength, the wave has the local wavenumber $k_z=k\sqrt\varepsilon$. Expanding the root to first order in $\delta$,
\begin{equation}
k_z=k\sqrt{1-x}+\frac{ik\delta x^2}{2\sqrt{1-x}},\qquad
\operatorname{Im}k_z=\frac{\nu}{2c}\frac{x^2}{\sqrt{1-x}} .
\end{equation}
Energy flux is quadratic in the field and decays at the rate $2\operatorname{Im}k_z$ per unit length. One power of $x$ counts the driven electrons, the other is their collision rate, and the root expresses the slowing of the wave's energy near critical density.

The light goes in to $x=1$, is turned back, and comes out through the same plasma. With $|dz|=L\,dx/x$,
\begin{equation}
-\ln R=2\int2\operatorname{Im}k_z\,|dz|
=\frac{2\nu L}{c}\int_0^1\frac{x\,dx}{\sqrt{1-x}} .
\end{equation}
Set $s=\sqrt{1-x}$, so that $x=1-s^2$ and $dx=-2s\,ds$:
\begin{equation}
\int_0^1\frac{x\,dx}{\sqrt{1-x}}=2\int_0^1(1-s^2)\,ds=\frac43 .
\end{equation}
This gives $-\ln R=8\nu L/3c$, which is Eq.~\eqref{main}. For a uniform rate one power of $x$ is missing, the integral becomes $\int_0^1dx/\sqrt{1-x}=2$, and the exponent is $4\nu L/c$, in agreement with Eq.~\eqref{const}.

The coefficient also depends on the profile. On a linear ramp of length $L$ from vacuum to critical density, $|dz|=L\,dx$, and the exponent is
\begin{equation}
\frac{2\nu L}{c}\int_0^1\frac{x^2dx}{\sqrt{1-x}}
=\frac{4\nu L}{c}\int_0^1(1-s^2)^2ds=\frac{32}{15}\frac{\nu L}{c}.
\end{equation}

Stopping the exponential-ramp integral at $x_0$ shows which densities contribute to the exponent. With $s_0=\sqrt{1-x_0}$, the share of the exponent from densities above $x_0$ is
\begin{equation}
\frac32\int_0^{s_0}(1-s^2)\,ds=\frac{s_0(3-s_0^2)}2=\frac{(2+x_0)\sqrt{1-x_0}}2 .
\label{share}
\end{equation}
It equals one half at $x_0=0.879$. Half of the exponent thus comes from the last 12\% in density below critical.

\section{Second derivation: moments of the standing wave}

The ray argument is weakest near $x=1$, where the local wavelength diverges. The wave equation itself can be used instead. Keep $\varepsilon=1-x+i\delta x^2$ and normalize the far field as $E=e^{-iqu}+re^{iqu}$, with $R=|r|^2$.

First, find how $r$ responds to a change of $\delta$. For two solutions $E_1,E_2$ with permittivities $\varepsilon_1,\varepsilon_2$, Eq.~\eqref{wave} gives
\begin{equation}
\frac{d}{du}\left(E_1E_2'-E_2E_1'\right)=-q^2(\varepsilon_2-\varepsilon_1)E_1E_2 .
\end{equation}
The bracket vanishes in the dense plasma and equals $2iq(r_2-r_1)$ in vacuum. Integrating and letting the two permittivities approach each other, with $\partial\varepsilon/\partial\delta=ix^2$,
\begin{equation}
\frac{dr}{d\delta}=\frac{iq}{2}\int ix^2E^2du,\qquad
\frac{d\ln r}{d\delta}=-\frac q2M_2,\qquad
M_n=\frac1r\int_{-\infty}^{\infty}x^nE^2du .
\label{slope}
\end{equation}
Since $\ln R=2\operatorname{Re}\ln r$, it follows that $d(-\ln R)/d\delta=q\operatorname{Re}M_2$. Only the moment $M_2$ is needed.

Write $Q=q^2\varepsilon$. Because $x'=-x$, we have $Q'=q^2(x-2i\delta x^2)$. Multiplying the wave equation by $2E'$ gives $(E'^2+QE^2)'=Q'E^2$. In vacuum
\begin{equation}
E'^2+q^2E^2=-q^2(e^{-iqu}-re^{iqu})^2+q^2(e^{-iqu}+re^{iqu})^2=4q^2r ,
\end{equation}
and in the dense plasma the left side vanishes. Hence
\begin{equation}
M_1=4+2i\delta M_2 .
\label{m1}
\end{equation}

A second relation follows from $S=E^2$. Here $S'=2EE'$ and $S''=2E'^2-2QS$. One more derivative, with $E''=-QE$, gives $S'''=-4QS'-2Q'S$. Multiply by $x^n$ with $n\ge1$ and integrate by parts; the boundary terms vanish because $x^n\to0$ in vacuum and $S$ falls faster than any power of $x$ in the dense plasma. The pieces are
\begin{align}
\int x^nS'''du&=-\int(x^n)'''S\,du=n^3rM_n,\\
4\int x^nQS'du&=4q^2r\left[nM_n-(n+1)M_{n+1}+i\delta(n+2)M_{n+2}\right],\\
2\int x^nQ'S\,du&=2q^2r\left[M_{n+1}-2i\delta M_{n+2}\right].
\end{align}
Their sum is zero, so
\begin{equation}
M_{n+1}=\frac{4n+n^3/q^2}{4n+2}M_n+i\delta\,\frac{4n+4}{4n+2}M_{n+2}.
\label{rec}
\end{equation}
At $\delta=0$, Eq.~\eqref{m1} gives $M_1=4$, and Eq.~\eqref{rec} with $n=1$ gives
\begin{equation}
M_2=\frac{4+1/q^2}{6}\,4=\frac83\left(1+\frac1{4q^2}\right).
\end{equation}

It remains to show that this initial slope governs strong absorption too. Expand the moments in powers of $\delta$. Equations~\eqref{m1} and \eqref{rec} fix each order from the one before. The coefficient of $\delta^j$ is $i^j$ times a real polynomial in $1/q^2$, so it stays bounded as $q$ grows. The term linear in $\delta$ is imaginary and drops out of $\operatorname{Re}M_2$. Integrating from $\delta=0$, where $R=1$,
\begin{equation}
-\ln R=\frac83\,q\delta\left(1+\frac1{4q^2}\right)+q\,O(\delta^3).
\label{waveexp}
\end{equation}
Here $q\delta=\nu L/c$. If $q$ grows while $q\delta$ is held fixed, each later term of the expansion vanishes, and Eq.~\eqref{main} results even when most of the light is absorbed. This is a term-by-term statement, not a bound on the remainder.

\section{What each derivation assumes}

Both derivations take a plane, linear wave, a rate proportional to density and $\delta\ll1$. They differ in the rest.

The ray derivation assumes $kL\gg1$, no reflection before critical density and complete reflection there. It gives the exponential at once, applies to any smooth ramp and shows roughly which densities contribute to the exponent. Its weak point is the turning layer. At a distance $d$ from critical density $k_z\approx k\sqrt{d/L}$, and the local wavenumber loses meaning when $k_zd\sim1$, that is, for $d\lesssim L(kL)^{-2/3}$. A large part of the absorption can lie in this layer.

The moment derivation makes no ray assumption and covers the turning layer. For sufficiently small $\delta$ it holds at any $kL$; when $kL$ is small this means $\delta\ll(kL)^2$, because the field then reaches densities of order $n_c/(kL)^2$. It shows that the ray exponent is too small by the relative amount $1/(4k^2L^2)$, far less than the width of the doubtful layer suggests. In return it relies on the exponential profile, which lets the moments close among themselves, and on an expansion in $\delta$.

The ray picture can also be carried to larger $\delta$ by using the full permittivity and a complex phase, $-\ln R=4q\operatorname{Im}\int\sqrt\varepsilon\,dx/x$, taken up to the complex zero of $\varepsilon$. With $w=x/(1+i\delta x)$ one has $\varepsilon=1-w$, $x=w/(1-i\delta w)$ and $dx/x=dw/[w(1-i\delta w)]$. The imaginary part of $1/[w(1-i\delta w)]$ is $\delta/(1+\delta^2w^2)$, so
\begin{equation}
-\ln R=4q\delta\int_0^1\frac{\sqrt{1-w}}{1+\delta^2w^2}dw
=\frac{8\nu L}{3c}\left(1-\frac{8\delta^2}{35}+\dots\right),
\end{equation}
where $\int_0^1\sqrt{1-w}\,dw=2/3$ and $\int_0^1w^2\sqrt{1-w}\,dw=16/105$ were used.

Numerical integration of Eq.~\eqref{wave} with the full permittivity agrees with these statements. For $kL=60$ and $\delta=0.005$ it gives an exponent of 0.80005, against 0.80000 from $8\nu L/3c$. For $kL=1$ and $\delta=0.001$ the exponent is 1.250 times $8\nu L/3c$, as the factor $1+1/4$ requires.

\section{The collision rate}

An electron of speed $v$ passes an ion of charge $Z$ at impact parameter $b$ and is deflected by $\theta$. Its velocity changes by $2v\sin(\theta/2)$ along the symmetry axis of the orbit. Let $\psi$ be the angle from that axis. The force component is $Z\cos\psi/r^2$, angular momentum gives $dt=r^2d\psi/(bv)$, and $\psi$ sweeps the range $\pi+\theta$. Hence
\begin{equation}
2v\sin\frac\theta2=\frac{Z}{bv}\,2\cos\frac\theta2,\qquad
\tan\frac\theta2=\frac{b_0}b,\quad b_0=\frac Z{v^2}.
\end{equation}
The fraction of forward momentum lost is $1-\cos\theta=2b_0^2/(b^2+b_0^2)$. Integrating it over $2\pi b\,db$ up to $b_{\max}=\Lambda b_0$ gives the cross-section $2\pi b_0^2\ln(1+\Lambda^2)\approx4\pi b_0^2\ln\Lambda$. With ion density $n_i$, $\nu(v)=K/v^3$, where $K=4\pi n_iZ^2\ln\Lambda$.

A Maxwellian $f_M$ drifting slowly at $U$ is $f_M(1+Uv_z/T)$. Its momentum loss per electron, divided by $U$, is
\begin{equation}
\nu=\frac1{3T}\int\frac K{v^3}v^2f_M\,4\pi v^2dv
=\frac{4\pi K}{3(2\pi T)^{3/2}}
=\frac{4\sqrt{2\pi}\,n_cZ\ln\Lambda}{3T^{3/2}},
\label{nu}
\end{equation}
with $n_iZ=n_c$ at critical density. Encounters slower than the field oscillation do not count, so $b_{\max}\approx\sqrt T/\omega$. Below critical density this is shorter than the electron screening length $\sqrt{T/4\pi n}$, so with electron screening alone $\ln\Lambda$ is uniform along the ramp. Correlations among the ions are neglected. They act over the length $\sqrt{T_i/4\pi nZ}$, with $T_i$ the ion temperature, which for highly charged ions can be shorter than $b_{\max}$. They then lower $\ln\Lambda$, most strongly near critical density, and with it the absorption. The lower length is taken as $b_0$ at the mean square speed, $Z/3T$.

\section{A worked case}

Take a wavelength of $10.6\,\mu$m, $T=30$~eV, $Z=10$ and $L=30\,\mu$m. The critical density is $9.92\times10^{18}$~cm$^{-3}$, or $1.470\times10^{-6}$ in atomic units, and $T=1.1025$. The two impact parameters are 129 and 1.60~\AA, so $\ln\Lambda=4.39$. Equation~\eqref{nu} gives
\begin{equation}
\nu=\frac{3.342\times1.470\times10^{-6}\times10\times4.39}{1.1025^{3/2}}
=1.86\times10^{-4},
\end{equation}
or $\hbar\nu=0.00507$~eV. The photon energy is 0.1170~eV, so $\delta=0.043$. With $kL=2\pi\times30/10.6=17.8$,
\begin{equation}
\frac{\nu L}c=0.771,\qquad \frac{8\nu L}{3c}=2.06,\qquad A=1-e^{-2.06}=0.87 .
\end{equation}
Absorbing 90\% needs $L=30\ln10/2.057=34\,\mu$m ($3.4\times10^5$~\AA), other values held fixed.

Half of the ray exponent arises within $3.9\,\mu$m of critical density, while the turning layer is about $30\times17.8^{-2/3}=4.4\,\mu$m deep. By the ray integral, about half of the exponent therefore arises where the ray picture is doubtful. Yet the relative corrections to the exponent are $+0.08\%$ from finite $kL$ and $-0.04\%$ from finite $\delta$. Numerical integration of the wave equation also gives $A=0.87$. The ray picture places the loss less well than it sums it: in the wave solution, densities above $0.879n_c$ supply 43\% of the exponent in the weak-loss limit and receive 38\% of the absorbed energy in this case.

\section{Where the collision model gives way}

The larger errors lie in $\nu$. If $\ln\Lambda$ is held fixed, slow electrons have $\nu(v)$ comparable with $\omega$. The in-phase response of an electron is $\nu(v)/[\omega^2+\nu(v)^2]$, so the velocity average acquires, with $v$ in units of $\sqrt T$, the factor
\begin{equation}
g(x)=\int_0^\infty\frac{v\,e^{-v^2/2}\,dv}{1+(3\sqrt{\pi/2}\,\delta x/v^3)^2} .
\end{equation}
Placing $g$ inside the ray integral and evaluating it numerically lowers the exponent by the factor 0.86, and $A$ to 0.83. The fixed logarithm overstates the role of $\nu(v)^2$. With the impact parameters $v/\omega$ and $Z/v^2$ taken at each speed, in atomic units, $\Lambda=v^3/(Z\omega)$ and $\nu(v)/\omega=\ln\Lambda/\Lambda$ at critical density, which never exceeds $1/e$. But the smaller logarithm also weakens the collisions directly. With $\frac12\ln(1+\Lambda^2)$ in place of $\ln\Lambda$, to include close encounters, the ray integral lowers the exponent by a factor of about 0.8 in all, and $A$ to 0.81.

The light also reshapes the electron distribution. Scattering of the oscillating electrons makes them diffuse in speed with a coefficient proportional to $\nu(v)$, so $\partial_tf=Cv^{-2}\partial_v(v^{-1}\partial_vf)$. Substitution confirms the solution $t^{-3/5}\exp(-v^5/25Ct)$. Multiplying the equation by $2\pi v^4$ and integrating by parts shows that the heating is $4\pi Cf(0)$. At equal density and mean energy, $f(0)$ for this shape is 0.446 of the Maxwellian value, which would give $A=0.60$.

Electron-electron collisions, at a rate of order $\nu/Z$, oppose this change. Heating outpaces them when $Zv_{\rm osc}^2/T$ is large, $v_{\rm osc}$ being the peak oscillation velocity, taken here in the field of the incident wave. At $10^{10}$~W/cm$^2$ the ratio is 0.14. The standing wave raises it up to four- or fivefold near critical density. It stays below one, so 0.60 is a limiting case and not an estimate, but the effect is not small. A steady balance of heating against electron-electron collisions at fixed temperature gives $f(0)$ equal to 0.80 of the Maxwellian value at a ratio of 0.14 and 0.66 at 0.56. Applied locally along the ramp, this lowers $A$ to about 0.76.

These parameters are rough typical values for an EUV lithography source driven by a carbon-dioxide laser. The scale length is the least certain, since it depends on how the target was shaped beforehand. Real plasmas are neither flat nor uniform in temperature. With charge and scale length fixed, $A$ is 0.96 at 20~eV and 0.77 at 40~eV. At incidence angle $\theta$, for light polarized across the plane of incidence, $1-x$ under the root becomes $\cos^2\theta-x$. Putting $x=y\cos^2\theta$ multiplies the exponent by $\cos^3\theta$, and $A$ at $30^\circ$ is 0.74. Using the root-mean-square speed in $b_{\max}$ raises $A$ to 0.90. By contrast, collisions at densities below $0.1n_c$ supply only 0.4\% of the exponent (a sharp edge there would also reflect light, which is a separate and larger effect), and the light pressure $I/c$, with $I$ the intensity, is 0.7\% of $n_cT$. For $T_i=T$ the ion correlation length at critical density is 41~\AA, well below $b_{\max}=129$~\AA, so ion correlations would lower $A$, to about 0.79 with Debye screening by the ions. This is rough, since 41~\AA\ is shorter than the ion-sphere radius of 62~\AA. They are left out, as are absorption by bound electrons, plasma flow and lateral structure, so 0.87 is the value of this model and not a prediction for a particular source.

All numerical values are calculated from the stated model.
